# Harmonic polylogarithms to weight four on the whole real axis: test program

```python
"""Harmonic polylogarithms H(w;x), letters -1,0,1, weights 1..4, all real x.

Result under test: every H(w;x+i0) follows from Taylor series in
y = 2 artanh(t), |t| <= sqrt(2)-1, after shuffle extraction of ln t and one
of the maps t=x, t=(1-x)/(1+x), t=1/x, combined with reflection x -> -x.
H(a,w;x) = integral_0^x f_a(s) H(w;s) ds, f_0=1/s, f_1=1/(1-s),
f_-1=1/(1+s), and H(0_n;x)=ln(x)^n/n!.
A list of tensors holds all words: entry n has n axes, index = letter + 1.
gap means 1-|x|, supplied separately when |x| is very close to one.
At x=0,+1,-1 the divergent local logarithm is set to zero.
"""
import itertools
import math
from types import SimpleNamespace
import mpmath as mp
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.integrate import quad

mp.mp.dps = 36
LETTERS = (-1, 0, 1)
ORDER, ORDER_MP, RHO = 40, 64, 3.0
SWITCH = mp.sqrt(2) - 1
EPS = np.finfo(float).eps
ROUNDING_FACTOR = 16

# Rows: letter of the old variable; columns: letters of the new variable.
SAME = np.eye(3, dtype=int)
NEAR_ONE = np.array([[-1, 0, 0], [-1, 0, -1], [1, -1, 0]])
INVERSE = np.array([[1, -1, 0], [0, -1, 0], [0, 1, 1]])
REFLECT = np.array([[0, 0, -1], [0, 1, 0], [-1, 0, 0]])


def bernoulli_letters(order):
    """Taylor coefficients of y times each form in t=tanh(y/2)."""
    q = {a: [mp.mpf(0)] * (order + 1) for a in LETTERS}
    q[0][0] = mp.mpf(1)
    q[1][1] = q[-1][1] = mp.mpf(1) / 2
    for n in range(1, order // 2 + 1):
        b = mp.bernoulli(2 * n) / mp.factorial(2 * n)
        q[0][2 * n] = (2 - 4**n) * b
        q[1][2 * n] = (4**n - 1) * b
        q[-1][2 * n] = -(4**n - 1) * b
    return q


def word_series(q, order):
    """Series of all words without a trailing zero."""
    series = {}
    for weight in range(1, 5):
        for w in itertools.product(LETTERS, repeat=weight):
            if w[-1] == 0:
                continue
            inner = series.get(w[1:], [mp.mpf(1)] + [mp.mpf(0)] * order)
            series[w] = [mp.mpf(0)] + [
                mp.fdot(q[w[0]][:n + 1], inner[n::-1]) / n
                for n in range(1, order + 1)]
    return series


def regularised_tensors(series, order):
    """Shuffle trailing zeros inward, with ln t removed."""
    tensors = [None]
    for weight in range(1, 5):
        tensor = np.zeros((3,) * weight + (order + 1,), dtype=object)
        for w in itertools.product(LETTERS, repeat=weight):
            core = w
            while core and core[-1] == 0:
                core = core[:-1]
            if not core:
                continue
            zeros = weight - len(core)
            total = np.zeros(order + 1, dtype=object)
            for slots in itertools.combinations(range(weight - 1), zeros):
                rest = iter(core[:-1])
                s = tuple(0 if i in slots else next(rest)
                          for i in range(weight - 1)) + (core[-1],)
                total = total + np.array(series[s], dtype=object)
            tensor[tuple(a + 1 for a in w)] = (-1)**zeros * total
        tensors.append(tensor)
    return tensors


def compose(left, right):
    return [sum(np.multiply.outer(left[k], right[n - k])
                for k in range(n + 1)) for n in range(5)]


def substitute(tensors, matrix):
    result = []
    for n, tensor in enumerate(tensors):
        for _ in range(n):
            tensor = np.tensordot(tensor, matrix, axes=(0, 1))
        result.append(tensor)
    return result


def log_tensors(value, dtype):
    result = [1]
    for n in range(1, 5):
        tensor = np.zeros((3,) * n, dtype=dtype)
        tensor[(1,) * n] = value**n / math.factorial(n)
        result.append(tensor)
    return result


def regular_part(kit, t):
    y = 2 * kit.atanh(t)
    powers = np.array([y**n for n in range(kit.order + 1)], dtype=kit.dtype)
    return [1] + [np.dot(c, powers) for c in kit.coefs[1:]]


def small_argument(kit, t, log_t):
    return compose(regular_part(kit, t), log_tensors(log_t, kit.dtype))


def solve_constants(target, moving):
    constants = [1]
    for n in range(1, 5):
        constants.append(target[n] - sum(
            np.multiply.outer(moving[k], constants[n - k])
            for k in range(1, n + 1)))
    return constants


def locate(kit, x, gap=None):
    size = abs(x)
    gap = 1 - size if gap is None else gap
    if size <= SWITCH:
        t, matrix, constants = size, SAME, log_tensors(0, kit.dtype)
    elif size < 1 / SWITCH:
        t, matrix, constants = gap / (2 - gap), NEAR_ONE, kit.at_one
    else:
        t, matrix, constants = 1 / size, INVERSE, kit.at_infinity
    log_t = kit.log(abs(t)) if t != 0 else 0
    if t < 0:
        log_t = log_t - kit.ipi
    return t, log_t, matrix, constants


def evaluate(kit, x, gap=None):
    t, log_t, matrix, constants = locate(kit, x, gap)
    h = compose(substitute(small_argument(kit, t, log_t), matrix), constants)
    if x < 0:
        h = compose(substitute([np.conj(v) for v in h], REFLECT),
                    log_tensors(kit.ipi, kit.dtype))
    return h


GROWTH = RHO / 2 - math.log(math.cos(RHO / 2))


def error_estimate(x, gap=None):
    """Rigorous truncation part plus first-order rounding allowance."""
    t, log_t, matrix, constants = locate(FLOAT, x, gap)
    y = abs(2 * math.atanh(t))
    powers = y**np.arange(ORDER + 1)
    unit = ROUNDING_FACTOR * EPS
    source = [unit] + [
        unit * np.dot(abs(FLOAT.coefs[n]), powers)
        + 3 * GROWTH**n * (y / RHO)**(ORDER + 1) for n in range(1, 5)]
    err = compose(source, log_tensors(abs(log_t), float))
    err = compose(substitute(err, abs(matrix)), [abs(c) for c in constants])
    if x < 0:
        err = compose(substitute(err, abs(REFLECT)),
                      log_tensors(math.pi, float))
    return err


def flat(tensors):
    return np.concatenate([np.ravel(v).astype(complex) for v in tensors[1:]])


def pick(tensors, word):
    return tensors[len(word)][tuple(a + 1 for a in word)] if word else 1


# Build the high-precision and the double-precision evaluators.
SERIES = word_series(bernoulli_letters(ORDER_MP), ORDER_MP)
COEFS = regularised_tensors(SERIES, ORDER_MP)
PRECISE = SimpleNamespace(order=ORDER_MP, dtype=object, coefs=COEFS,
                          log=mp.log, atanh=mp.atanh, ipi=mp.mpc(0, mp.pi))
log_switch = mp.log(SWITCH)
direct = small_argument(PRECISE, SWITCH, log_switch)
PRECISE.at_one = solve_constants(direct, substitute(direct, NEAR_ONE))
beyond = compose(substitute(small_argument(
    PRECISE, -SWITCH, log_switch - PRECISE.ipi), NEAR_ONE), PRECISE.at_one)
PRECISE.at_infinity = solve_constants(beyond, substitute(direct, INVERSE))
FLOAT = SimpleNamespace(
    order=ORDER, dtype=complex, log=math.log, atanh=math.atanh,
    ipi=1j * math.pi,
    coefs=[None] + [c[..., :ORDER + 1].astype(float) for c in COEFS[1:]],
    at_one=[1] + [c.astype(complex) for c in PRECISE.at_one[1:]],
    at_infinity=[1] + [c.astype(complex) for c in PRECISE.at_infinity[1:]])

# Independent evaluation: collocation of the defining integrals in s=ln x.
NODES, WEIGHTS = leg.leggauss(20)
P_VALUES = leg.legvander(NODES, 20)
P_INTEGRALS = np.column_stack([NODES + 1] + [
    (P_VALUES[:, n + 1] - P_VALUES[:, n - 1]) / (2 * n + 1)
    for n in range(1, 20)])
CUMULATIVE = P_INTEGRALS @ np.linalg.inv(P_VALUES[:, :20])


def by_definition(x, gap=None):
    log_size = math.log(abs(x)) if gap is None else math.log1p(-gap)
    target = log_size + (1j * math.pi if x < 0 else 0j)
    turn = 1.5j
    knots = list(np.linspace(-50 + 0j, turn, 81))
    knots += [target + (turn - target) * 0.7**k for k in range(1, 76)]
    knots.append(target)
    start = [1] + [np.zeros((3,) * n, dtype=complex) for n in range(1, 5)]
    for a, b in zip(knots[:-1], knots[1:]):
        half = (b - a) / 2
        s = (a + b) / 2 + half * NODES
        root = np.exp(s / 2)
        forms = np.array([root / (2 * np.cosh(s / 2)), np.ones_like(s),
                          -root / (2 * np.sinh(s / 2))])
        inner = np.ones_like(s)
        for n in range(1, 5):
            integrand = forms.reshape((3,) + (1,) * (n - 1) + (20,)) * inner
            inner = start[n][..., None] + half * (integrand @ CUMULATIVE.T)
            start[n] = start[n] + half * (integrand @ WEIGHTS)
            inner[(1,) * n] = s**n / math.factorial(n)
            start[n][(1,) * n] = b**n / math.factorial(n)
    return start


cases = [(x, None) for x in (-20., -7.5, -1.8, -1.05, -0.95, -0.7, -0.2,
                             0.2, 0.41, 0.7, 0.95, 1.05, 2., 2.4, 3., 20.)]
cases += [(1 - 1e-10, 1e-10), (1 + 1e-10, -1e-10)]
worst_definition = 0.0
for x, gap in cases:
    reference = flat(by_definition(x, gap))
    difference = abs(flat(evaluate(FLOAT, x, gap)) - reference)
    worst_definition = max(worst_definition, np.max(
        difference / np.maximum(1, abs(reference))))
# The reference itself accumulates rounding over more than 150 panels.
assert worst_definition < 2e-12, worst_definition

# Known constants and an elementary integral for an alternating constant.
known = {(0, 1): mp.zeta(2), (0, 0, 1): mp.zeta(3),
         (0, 0, 1, 1): mp.zeta(4) / 4, (0, 1, 1, 1): mp.zeta(4),
         (0, 0, 0, -1): 7 * mp.zeta(4) / 8, (1, 0): -mp.zeta(2)}
known[(-1, -1, -1, 1)] = mp.quad(
    lambda d: (-mp.log(1 - d))**3 / (6 * d), [0, mp.mpf(1) / 2])
worst_constant = max(abs(pick(PRECISE.at_one, w) - v)
                     for w, v in known.items())
assert worst_constant < mp.mpf('1e-28'), worst_constant
assert abs(pick(evaluate(FLOAT, 1.0), (0, 0, 1)) - float(mp.zeta(3))) < 1e-14
assert abs(pick(evaluate(FLOAT, -1.0), (0, 0, 1))
           + 0.75 * float(mp.zeta(3))) < 1e-14

# Truncation bound, including the integral inequality used to derive it.
zero_growth = quad(lambda s: s / math.sin(s) if s else 1.0, 0, RHO)[0] / RHO
assert 1 < GROWTH and zero_growth <= GROWTH
y_switch = 2 * math.atanh(float(SWITCH))
worst_tail_ratio = 0.0
for order in (10, 20, 30, 40):
    for w, coefficients in SERIES.items():
        tail = sum(abs(float(coefficients[n])) * y_switch**n
                   for n in range(order + 1, ORDER_MP + 1))
        bound = GROWTH**len(w) * (y_switch / RHO)**(order + 1)
        worst_tail_ratio = max(worst_tail_ratio, tail / bound)
assert worst_tail_ratio <= 1

# Propagated error estimate against the high-precision evaluation.
worst_error_ratio = 0.0
samples = cases + [(float(x), None) for x in np.linspace(-4.03, 4.07, 24)]
for x, gap in samples:
    precise_gap = None if gap is None else mp.mpf(gap)
    precise = flat(evaluate(PRECISE, mp.mpf(x), precise_gap))
    error = abs(flat(evaluate(FLOAT, x, gap)) - precise)
    allowed = flat(error_estimate(x, gap)).real
    worst_error_ratio = max(worst_error_ratio, np.max(error / allowed))
assert worst_error_ratio <= 1, worst_error_ratio


def terms_needed(series, value):
    """Order after which every absolute series tail is below 1e-16."""
    needed = 0
    for coefficients in series.values():
        tail = 0.0
        for n in range(ORDER_MP, 0, -1):
            tail += abs(float(coefficients[n])) * value**n
            if tail >= 1e-16:
                needed = max(needed, n)
                break
    return needed


plain_letters = {
    0: [mp.mpf(1)] + [mp.mpf(0)] * ORDER_MP,
    1: [mp.mpf(0)] + [mp.mpf(1)] * ORDER_MP,
    -1: [mp.mpf(0)] + [mp.mpf((-1)**(n - 1))
                     for n in range(1, ORDER_MP + 1)]}
plain_count = terms_needed(word_series(plain_letters, ORDER_MP),
                           float(SWITCH))
fast_count = terms_needed(SERIES, y_switch)
assert fast_count < plain_count

print("All quantities are dimensionless; cut values are at x+i0")
print(f"number of functions = {len(flat(direct))}")
print(f"switch t = {float(SWITCH):.12f}, y = {y_switch:.12f}")
print(f"convergence ratio y/pi = {y_switch / math.pi:.6f}")
print(f"order for tail < 1e-16: plain {plain_count}, Bernoulli {fast_count}")
print(f"bound: rho = {RHO:.1f}, Lambda = {GROWTH:.6f}, order N = {ORDER}")
print(f"mean of s/sin(s) on [0,rho] = {zero_growth:.6f}")
print(f"weight-4 tail bound at switch = "
      f"{GROWTH**4 * (y_switch / RHO)**(ORDER + 1):.3e}")
print(f"largest tail/bound = {worst_tail_ratio:.3e}")
print(f"largest scaled difference from definition = {worst_definition:.3e}")
print(f"largest tested constant error = {float(worst_constant):.3e}")
print(f"rounding factor = {ROUNDING_FACTOR}, epsilon = {EPS:.3e}")
print(f"largest error/estimate = {worst_error_ratio:.3e}")

# Trailing-zero example, checked with the defining integrals.
x = 0.3
word = (1, -1, 0)
h = evaluate(FLOAT, x)
regular = pick(regular_part(FLOAT, x), word)
log_piece = math.log(x) * pick(h, (1, -1))
assert abs(pick(h, word) - pick(by_definition(x), word)) < 1e-12
print(f"shuffle example H(1,-1,0;x), x = {x}, ln x = {math.log(x):.12f}")
print(f"H(0,1,-1) = {pick(h, (0, 1, -1)).real:.14f}")
print(f"H(1,0,-1) = {pick(h, (1, 0, -1)).real:.14f}")
print(f"H(1,-1) = {pick(h, (1, -1)).real:.14f}")
print(f"regular = {regular.real:.14f}, log part = {log_piece.real:.14f}")
print(f"H(1,-1,0) = {pick(h, word).real:.14f}")

# Worked path composition.
x, word = 0.95, (1, 0, -1, 1)
t, log_t, matrix, constants = locate(FLOAT, x)
moving = substitute(small_argument(FLOAT, t, log_t), matrix)
print(f"composition H{word}, x = {x}: t = {t:.14f}")
print(f"y = {2 * math.atanh(t):.14f}, ln t = {log_t:.14f}")
total = 0.0
for k in range(5):
    g = complex(pick(moving, word[:k])).real
    c = complex(pick(constants, word[k:])).real
    total += g * c
    print(f"k={k}: G = {g:.14f}, C = {c:.14f}, GC = {g*c:.14f}")
assert abs(total - pick(by_definition(x), word)) < 1e-12
print(f"sum = {total:.14f}")

print("H(1,0,-1,1;x): x, real part, imaginary part, error estimate")
for x in (-7.5, -0.7, 0.2, 0.95, 1.05, 2.0, 20.0):
    value = pick(evaluate(FLOAT, x), word)
    estimate = pick(error_estimate(x), word)
    print(f"{x:6.2f} {value.real: .12f} {value.imag: .12f} {estimate:.2e}")

print("near 1: 1-x, H(1,0,-1,1), series order for tail < 1e-16")
print("then largest error over all words: gap supplied / x rounded")
for gap in (1e-2, 1e-6, 1e-10):
    x = 1 - gap
    precise = flat(evaluate(PRECISE, mp.mpf(x), mp.mpf(gap)))
    careful = evaluate(FLOAT, x, gap)
    good_error = np.max(abs(flat(careful) - precise))
    lost_error = np.max(abs(flat(evaluate(FLOAT, x)) - precise))
    y = 2 * math.atanh(gap / (2 - gap))
    print(f"{gap:.0e} {pick(careful, word).real:.12f} "
          f"{terms_needed(SERIES, y)}")
    print(f"  errors: {good_error:.2e} / {lost_error:.2e}")
assert lost_error > 1000 * good_error

print("ALL CHECKS PASSED")
```

It prints:

```
All quantities are dimensionless; cut values are at x+i0
number of functions = 120
switch t = 0.414213562373, y = 0.881373587020
convergence ratio y/pi = 0.280550
order for tail < 1e-16: plain 40, Bernoulli 28
bound: rho = 3.0, Lambda = 4.148784, order N = 40
mean of s/sin(s) on [0,rho] = 2.818423
weight-4 tail bound at switch = 4.584e-20
largest tail/bound = 1.630e-02
largest scaled difference from definition = 3.224e-15
largest tested constant error = 2.051e-36
rounding factor = 16, epsilon = 2.220e-16
largest error/estimate = 1.703e-01
shuffle example H(1,-1,0;x), x = 0.3, ln x = -1.203972804326
H(0,1,-1) = 0.02449817971905
H(1,0,-1) = 0.05401837115410
H(1,-1) = 0.05159364646308
regular = -0.07851655087315, log part = -0.06211734721756
H(1,-1,0) = -0.14063389809071
composition H(1, 0, -1, 1), x = 0.95: t = 0.02564102564103
y = 0.05129329438755, ln t = -3.66356164612965
k=0: G = 1.00000000000000, C = -0.54823313473442, GC = -0.54823313473442
k=1: G = 3.68887945411394, C = 0.24307035167006, GC = 0.89665722617994
k=2: G = 0.05063929246450, C = 0.58224052646501, GC = 0.02948424830434
k=3: G = -0.00032144981117, C = -0.69314718055995, GC = 0.00022281203031
k=4: G = -0.00182475553132, C = 1.00000000000000, GC = -0.00182475553132
sum = 0.37630639624885
H(1,0,-1,1;x): x, real part, imaginary part, error estimate
 -7.50  0.529574408320  3.459695878340 8.32e-14
 -0.70 -0.022733015700  0.000000000000 1.03e-15
  0.20  0.000763142106  0.000000000000 2.81e-18
  0.95  0.376306396249  0.000000000000 5.25e-15
  1.05  0.318145436515  0.762672761942 6.28e-15
  2.00 -1.035884821542  0.509085354075 9.07e-15
 20.00 -5.134695253499 -10.119643881872 1.83e-13
near 1: 1-x, H(1,0,-1,1), series order for tail < 1e-16
then largest error over all words: gap supplied / x rounded
1e-02 0.745384761419 6
  errors: 1.78e-15 / 1.07e-14
1e-06 2.978391986268 2
  errors: 2.27e-13 / 1.26e-08
1e-10 5.217152077305 1
  errors: 1.82e-12 / 1.68e-04
ALL CHECKS PASSED
```
